# Mean-field coverage instability of attracting adsorbates: the Fowler-Guggenheim isotherm

A precursor vapour stands over a surface on which its molecules are weakly held. Each molecule binds a little more strongly when neighbouring sites are occupied, so a fuller layer holds its molecules better and fills further. If this feedback is strong enough, a small change of pressure can switch the surface from nearly bare to nearly full. The questions are at what temperature this becomes possible, at what coverage it starts, and how far the simplest theory can be trusted.

## Model and mean-field free energy

The surface has $M$ equivalent sites, each with $z$ nearest neighbours, and $n_i=0$ or $1$ is the occupation of site $i$. An occupied neighbouring pair has energy $-w$, with $w>0$. A molecule at rest far from the surface has energy zero, and at the bottom of its adsorption well $-\varepsilon$. Three equal harmonic vibrations about the bottom, of quantum $\hbar\omega$, give the site partition function

$$
q=\left[\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/kT}\right]^3
=\left[2\sinh\frac{\hbar\omega}{2kT}\right]^{-3},
$$

by summing the geometric series. Rotation and internal motion are taken to be unchanged by adsorption, so they cancel between gas and layer; this is relaxed in the last section.

Let $X$ be the energy of a configuration minus $\mu N$, with the vibrational free energy $-kT\ln q$ per molecule included. The exact grand potential is $\Omega=-kT\ln\sum e^{-X/kT}$. For any trial probabilities $P$,

$$
\sum e^{-X/kT}=\left\langle e^{-(X+kT\ln P)/kT}\right\rangle_P
\ge e^{-\langle X+kT\ln P\rangle_P/kT},
$$

because the exponential is convex. Taking logarithms and multiplying by $-kT$ gives the Gibbs-Bogoliubov inequality $\Omega\le\langle X\rangle_P+kT\langle\ln P\rangle_P$.

The mean-field approximation chooses independent sites, each occupied with probability $\theta$. Then $\langle n_in_j\rangle=\theta^2$. There are $zM/2$ neighbouring pairs, since counting $z$ neighbours for every site counts each pair twice. The free energy per site is therefore

$$
f=-(\varepsilon+kT\ln q)\theta-\frac{zw}{2}\theta^2
+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)].
$$

The bound per site is $f-\mu\theta$. Making it stationary gives $\mu=\partial f/\partial\theta$:

$$
\mu=-\varepsilon-kT\ln q-zw\theta+kT\ln\frac{\theta}{1-\theta}.
$$

The factor $1/2$ has gone because an added molecule interacts with all its neighbours, on average $z\theta$ of them.

## The isotherm

For $N$ ideal-gas molecules of mass $m_0$ in volume $V$, the translational partition function is $(V/\Lambda^3)^N/N!$, with $\Lambda=h/\sqrt{2\pi m_0kT}$. Differentiating $-kT\ln$ of this with respect to $N$, with Stirling's formula, gives $\mu=kT\ln(N\Lambda^3/V)$. Since $N/V=p/kT$,

$$
\mu=kT\ln\frac{p\Lambda^3}{kT}.
$$

In equilibrium the two chemical potentials are equal. Dividing by $kT$ and exponentiating,

$$
\boxed{p=p_0\frac{\theta}{1-\theta}e^{-zw\theta/kT},\qquad
p_0=\frac{kT}{q\Lambda^3}e^{-\varepsilon/kT}.}
$$

This is the Fowler-Guggenheim isotherm. For $w=0$ it is the Langmuir isotherm.

The dilute limit shows what mean field costs. Put $y=p/p_0$. To second order in $\theta$, the formula gives

$$
y=\theta+\left(1-\frac{zw}{kT}\right)\theta^2.
$$

The true lattice model can be expanded in the same way. Its grand partition function is $1+My+y^2[M(M-1)/2+(zM/2)(e^{w/kT}-1)]+\dots$, where the bracket counts all pairs of sites and adds the extra weight of neighbouring pairs. In the logarithm the terms in $M^2$ cancel:

$$
\frac{\ln\Xi}{M}=y+\frac{y^2}{2}\left[z(e^{w/kT}-1)-1\right]+\dots
$$

Since $\theta=y\,\partial(\ln\Xi/M)/\partial y$, inversion gives

$$
y=\theta+\left[1-z(e^{w/kT}-1)\right]\theta^2.
$$

Mean field thus replaces $e^{w/kT}-1$ by $w/kT$. It underestimates pairing in the dilute layer unless $w\ll kT$.

## Where stability is lost

At fixed total coverage, let half the area take coverage $\theta+\delta$ and half $\theta-\delta$. The linear terms cancel, and the free energy per site changes by $f''(\theta)\delta^2/2$. The uniform layer is locally stable if $f''>0$ and unstable if $f''<0$. Here

$$
f''=\frac{\partial\mu}{\partial\theta}=\frac{kT}{\theta(1-\theta)}-zw,
\qquad \theta(1-\theta)=\frac14-\left(\theta-\frac12\right)^2 .
$$

The product $\theta(1-\theta)$ is at most $1/4$, and reaches it only at half coverage. Hence $f''\ge4kT-zw$, with equality at $\theta=1/2$. On cooling, the first zero appears at

$$
\boxed{kT_c=\frac{zw}{4},\qquad \theta=\frac12.}
$$

Mixing entropy opposes clustering least at half coverage, while the attractive term $-zw$ in $f''$ is the same at every coverage.

At $T_c$ itself stability is marginal, not yet lost. With $x=\theta-1/2$ and $\ln[(1/2+x)/(1/2-x)]=4x+16x^3/3+\dots$,

$$
\mu-\mu(1/2)=4k(T-T_c)x+\frac{16}{3}kTx^3+\dots,
$$

so at $T_c$ the cubic term still makes $\mu$ rise with coverage. The response to pressure does diverge: from $kT\,d\ln p=f''\,d\theta$, at half coverage $d\theta/d\ln p=T/[4(T-T_c)]$ for $T>T_c$.

Below $T_c$, setting $f''=0$ gives $\theta(1-\theta)=kT/zw=T/4T_c$, and therefore

$$
\theta_\pm=\frac12\left[1\pm\sqrt{1-T/T_c}\right].
$$

Between these stability limits, or spinodals, the uniform layer is unstable. They are also the turning points of $p(\theta)$, because $\partial\ln p/\partial\theta=f''/kT$.

## Coexistence and choice of root

Local stability does not decide which coverage has the lowest grand potential. Take the chemical potential of the half-filled layer, $\mu_h=-\varepsilon-kT\ln q-zw/2$. Then

$$
f-\mu_h\theta=\frac{zw}{2}\theta(1-\theta)+kT[\theta\ln\theta+(1-\theta)\ln(1-\theta)],
$$

which is unchanged by $\theta\to1-\theta$. Write $\theta=(1+m)/2$. The stationarity condition $kT\ln[\theta/(1-\theta)]=zw(\theta-1/2)$ becomes $2kT\,\mathrm{artanh}\,m=zwm/2$, or

$$
m=\tanh\frac{mT_c}{T}.
$$

The ratio $\mathrm{artanh}(m)/m$ rises steadily from 1 to infinity for $0<m<1$, so below $T_c$ there is one positive solution. The derivative changes there from negative to positive, which makes it a minimum. Its mirror image is equally deep. Layers of coverage $(1\pm m)/2$ therefore coexist, at the pressure

$$
p_{co}=p_0e^{-zw/2kT},
$$

found by putting $\theta=1/2$ in the isotherm. Just below $T_c$, expansion gives $m^2\simeq3(1-T/T_c)$, whereas the spinodals have $m^2=1-T/T_c$. The coexistence range is then wider by a factor $\sqrt3$. Between each coexistence coverage and the nearer spinodal the uniform layer is metastable.

For implementation below $T_c$, compute $\theta_\pm$ first. The function $\ln p(\theta)$ is monotonic on each of the intervals $(0,\theta_-)$, $(\theta_-,\theta_+)$ and $(\theta_+,1)$, so each holds at most one root and can be searched by bisection. Three roots exist for $p(\theta_+)<p<p(\theta_-)$. The middle one is unstable. Along either stable branch the grand potential per site changes by $-\theta\,d\mu$, so it falls faster on the fuller branch. The equilibrium root is hence the low one for $p<p_{co}$ and the high one for $p>p_{co}$. A simulation of hysteresis instead follows its present branch up to the spinodal, which assumes that no patches of the other phase nucleate.

## Sticking and the growth of a deviation

Suppose a molecule sticks with probability one on an empty site and zero on a filled one. The sticking coefficient of the surface is then $1-\theta$. With site area $A$, the arrival rate per empty site is $ap$, where $a=A/\sqrt{2\pi m_0kT}$. Gas and surface share one temperature, and the layer is assumed to stay uniform. Detailed balance requires desorption at coverage $\theta$ to equal adsorption at the equilibrium pressure $p_{eq}(\theta)$, so

$$
\frac{d\theta}{dt}=a(1-\theta)[p-p_{eq}(\theta)].
$$

The desorption term is $ap_0\theta e^{-zw\theta/kT}$: the attraction raises the desorption energy by $zw\theta$. Near a steady state the bracket vanishes, and only its derivative contributes. A small deviation grows at the rate

$$
\lambda=-a(1-\theta)p\left[\frac{1}{\theta(1-\theta)}-\frac{zw}{kT}\right].
$$

At half coverage this is $-(ap/2)(4-4T_c/T)$, or

$$
\lambda=2ap\left(\frac{T_c}{T}-1\right).
$$

It changes sign at $T_c$. Another positive sticking law in place of $1-\theta$ would change the speed but not the sign, provided desorption still obeys detailed balance.

## What correlations do on the square lattice

The threshold $zw/4$ belongs to the mean-field approximation. For the square lattice, $z=4$, the nearest-neighbour model can be treated without it. Put $n_i=(1+s_i)/2$ with $s_i=\pm1$. Each pair energy becomes $-(w/4)(1+s_i+s_j+s_is_j)$, an Ising coupling $J=w/4$. The terms linear in $s_i$ sum to $-[zw/4+(\mu+\varepsilon+kT\ln q)/2]s_i$ per site and vanish at $\mu=\mu_h$. The coexistence pressure $p_{co}$ therefore survives in the true model, wherever that model has two phases.

The critical temperature does not survive. Let $K=J/kT$. At $\mu_h$, the high-temperature expansion is a sum over closed loops on the lattice with weight $\tanh K$ per bond. The low-temperature expansion is a sum over domain boundaries, also closed loops, with weight $e^{-2K}$ per bond. The two describe the same loop sum at paired temperatures. Given that there is one critical point, it must lie where the weights agree, $\tanh K=e^{-2K}$. With $u=e^{-2K}$ this reads $(1-u)/(1+u)=u$, or $u^2+2u-1=0$, so $u=\sqrt2-1$ and $2K=\ln(1+\sqrt2)$. Since $2K=w/2kT$,

$$
kT_c^{\rm true}=\frac{w}{2\ln(1+\sqrt2)}\simeq0.567\,w,
$$

against $w$ in mean field. Local clustering lets molecules gain attraction without a jump in the average coverage, and mean field leaves this out.

## Worked example

Take $z=4$, $w=0.040$ eV, $\varepsilon=0.50$ eV, $\hbar\omega=0.005$ eV, a mass of 115 u and a site spacing of 0.6 nm. At 350 K, $kT=0.03016$ eV. The mean-field critical temperature is

$$
T_c=\frac{0.040}{0.03016}\times350\ \mathrm K=464\ \mathrm K.
$$

A numerical search for the temperature at which $p(\theta)$ first stops rising gave 348.1, 464.2 and 696.3 K for $z=3,4,6$, in the ratio 3:4:6 as required.

With $\Lambda=0.00870$ nm and $q=218.7$, the coexistence pressure at 350 K is

$$
p_{co}=\frac{4.83\times10^{-21}\ \mathrm J}{218.7\,(8.70\times10^{-12}\ \mathrm m)^3}
\,e^{-0.58/0.03016}\simeq149\ \mathrm{Pa}=1.12\ \mathrm{Torr}.
$$

The exponent contains $\varepsilon+zw/2=0.58$ eV. The isotherms are:

| $\theta$ | $p$ at 350 K (Torr) | $p$ at 500 K (Torr) |
|---|---:|---:|
| 0.1 | 1.04 | 147 |
| 0.3 | 1.39 | 270 |
| 0.5 | 1.12 | 299 |
| 0.7 | 0.90 | 332 |
| 0.9 | 1.21 | 610 |

At 500 K the pressure rises throughout. At 350 K it falls in the middle. There $\sqrt{1-350/464.2}=0.496$, so the spinodals are $\theta=0.252$ and $0.748$, at 1.41 and 0.89 Torr. The coexisting coverages are 0.115 and 0.885.

The isotherm was also tested where mean field becomes exact for many sites: a closed vessel with 20,000 sites and 30,000 molecules at 500 K, in which every adsorbed pair attracts with energy $zw/M$. An explicit sum over the number adsorbed gave $\theta=0.502$ and 299.5 Torr; the isotherm at that coverage gives the same pressure to these digits.

The arrival rate per empty site at 350 K and $p_{co}$ is $7.05\times10^5\ \mathrm{s^{-1}}$. Hence $\lambda=2(7.05\times10^5)(0.326)=4.6\times10^5\ \mathrm{s^{-1}}$, a growth time of 2.2 microseconds. This is the mean-field result at fixed surface pressure; slow gas transport would lengthen the time. Whether the layer is unstable at all at this temperature depends on correlations, considered next.

Correlations overturn the prediction of a jump at 350 K. The true critical temperature of this square-lattice model is 263 K, so mean field is too high by a factor 1.76. Transfer matrices for strips 6 and 8 sites wide gave an independent estimate of 264 K. At 350 K the nearest-neighbour model has no coverage jump. The falling part of the isotherm and the growth rate just computed are both artefacts of mean field: in the true model a small deviation from half coverage decays. The warning was visible beforehand: $w/kT=1.33$ is not small.

At 220 K both treatments give coexistence, at $1.6\times10^{-5}$ Torr. The mean-field coverages are 0.017 and 0.983. The known Onsager-Yang result for the square lattice, $m=[1-\sinh^{-4}(w/2kT)]^{1/8}$, which is not derived here, gives 0.030 and 0.970; the strip 8 sites wide agrees to these digits. Mean field makes the dilute phase too dilute by nearly a factor of two, in the direction expected from its underestimate of pairing.

## Relation to a real precursor

Apart from the sideways vibrations, which are too stiff as explained below, the parameters are rough values in the regime of trimethylgallium, or a similar metal-organic molecule, weakly held on a passivated, unreactive surface. They are not fitted to data. On a surface hot or reactive enough to decompose the molecules before they desorb, the assumption of reversible adsorption fails. With an assumed decomposition barrier of 1.5 eV and attempt rate of $10^{13}\ \mathrm{s^{-1}}$, decomposition at 350 K runs at $2.5\times10^{-9}\ \mathrm{s^{-1}}$, negligible beside desorption at $7\times10^5\ \mathrm{s^{-1}}$ per molecule at half coverage. A barrier near $kT\ln(10^{13}/7\times10^5)\simeq0.5$ eV would make the two comparable, and the equilibrium isotherm would no longer apply.

The sizes of four other effects can be estimated at 350 K:

- **Hindered rotation.** Suppose free rotation becomes three librations of 0.005 eV on adsorption. For a planar molecule with three 15 u groups on arms of 0.2 nm, the pressure rises by a factor of about 90, which puts $p_{co}$ near 100 Torr, if each site allows only one orientation. A threefold molecule lying flat on a fourfold site has four equivalent orientations, and the in-plane barrier implied by 0.005 eV is then only about 0.015 eV, below $kT$; counting them reduces the factor to about 22 and $p_{co}$ to about 25 Torr. A factor independent of coverage leaves $T_c$ unchanged.
- **Sideways motion.** For a cosine-shaped surface potential of period $a$, a sideways vibration of frequency $\omega$ implies a barrier $2m_0\omega^2(a/2\pi)^2$ between sites. With 0.005 eV and 0.6 nm this is about 1.25 eV, more than the well depth, which is unrealistic for a weakly held molecule. A barrier of 0.2 eV would give a sideways quantum of 0.002 eV and lower the pressure by a factor of 6 to 7. While molecules stay localised on sites, $T_c$ is unchanged.
- **Binding energy.** An error of 0.05 eV changes the pressure at 350 K by a factor of 5.
- **Second layer.** With an assumed well depth of 0.35 eV, the same $q$ and no lateral attraction, its coverage above a filled first layer at $p_{co}$ is about $5\times10^{-4}$. This assumes that rotation is equally hindered in both layers; if only the first layer hinders it, the higher $p_{co}$ raises the second-layer coverage to about 0.04 for the factor 90, or about 0.01 for the factor 22.

Longer-ranged attraction acts on the critical temperature. Adding $w/8=0.005$ eV between diagonal neighbours, as an inverse sixth power of distance would give, raises the strip estimate from 264 to 310 K. More distant pairs, with the same inverse sixth power, raise it further, to roughly 330 K. That is still below 350 K, so the absence of a jump there survives this correction, though with a much smaller margin. Since $T_c$ is proportional to $w$, which is not fitted, a value about 6% larger would restore the jump at 350 K. The absence of a jump also does not mean a gentle isotherm: at 350 K the coverage rises from 0.1 to 0.9 over a pressure ratio of about 2.2 with nearest neighbours only, 1.5 with the diagonal attraction and roughly 1.3 with the longer tail, against 81 for the Langmuir isotherm. For a design that depends on a true jump or on hysteresis, the mean-field $T_c$ should therefore not be used as the operating limit at this coordination; a calculation with correlations is needed. The complete numerical output follows.

## Computed results

```
Neighbours z: 4; pair attraction w: 0.040 eV
Well depth: 0.50 eV; vibrational quantum: 0.005 eV
Mass: 115 u; site spacing: 0.6 nm
Temperatures: 220, 350, 500 K
kT at 350 K: 0.03016 eV
Thermal wavelength at 350 K: 0.00870 nm
Site partition function at 350 K: 218.7
Mean-field critical temperature zw/4k: 464.2 K
Numerical onset for z = 3: 348.1 K
Numerical onset for z = 4: 464.2 K
Numerical onset for z = 6: 696.3 K
Closed vessel, 500 K: coverage 0.5018
  pressure from exact sum: 299.49 Torr
  pressure from isotherm: 299.46 Torr
Coverage 0.1: p(350 K) = 1.0379 Torr, p(500 K) = 146.9 Torr
Coverage 0.3: p(350 K) = 1.3856 Torr, p(500 K) = 269.6 Torr
Coverage 0.5: p(350 K) = 1.1190 Torr, p(500 K) = 299.3 Torr
Coverage 0.7: p(350 K) = 0.9037 Torr, p(500 K) = 332.3 Torr
Coverage 0.9: p(350 K) = 1.2065 Torr, p(500 K) = 609.9 Torr
Stability limits at 350 K: coverage 0.2520, 0.7480
  pressure at lower-coverage limit: 1.4051 Torr
  pressure at higher-coverage limit: 0.8912 Torr
Coexisting coverages at 350 K: 0.1146, 0.8854
Coexistence pressure at 350 K: 1.1190 Torr = 149.19 Pa
Arrival rate per empty site: 7.054e+05 1/s
Growth rate at half coverage: 4.602e+05 1/s
Growth time at half coverage: 2.173 microseconds
True square-lattice critical temperature: 263.3 K
  estimate from strips 6 and 8 sites wide: 264.0 K
Mean-field overestimate of critical temperature: factor 1.763
Coexistence pressure at 220 K: 1.648e-05 Torr
Mean-field coverages at 220 K: 0.0166, 0.9834
True-lattice coverages at 220 K: 0.0304, 0.9696
  from strip 8 sites wide: 0.0300, 0.9700
Added diagonal attraction: 0.0050 eV
  critical temperature from strips: 309.6 K
Rotor arm: 0.2 nm; end-group mass: 15 u
Hindered rotation raises pressure by factor: 89.4
  coexistence pressure then: 100.0 Torr
Binding error of 0.05 eV changes pressure by factor: 5.25
Assumed second-layer well depth: 0.35 eV
  dilute second-layer coverage at coexistence: 4.87e-04
Assumed decomposition barrier: 1.5 eV; attempt rate: 1e+13 1/s
  decomposition rate at 350 K: 2.52e-09 1/s
  desorption rate per molecule at half coverage: 7.054e+05 1/s
```
